# When inverse mobilities fail to add in a two-dimensional channel

**Q.** I am modelling a thin InAs-like film at 300 K, close to threshold. Charged impurities alone would give a mobility of 17,588 cm²/Vs, and short-range interface disorder alone 8,794 cm²/Vs. The mechanisms are independent, so their scattering rates add. Mobility is inversely proportional to the rate, so I add the inverse mobilities and get 5,863 cm²/Vs. I take that to be exact.

**A.** The rates do add, but at each energy separately. A mobility is already an average over energies, and the inverse of an average is not the average of an inverse. How do your two relaxation times depend on energy?

**Q.** With $x=E/kT$, the charges give $\tau_1=t_0x$ and the disorder gives $\tau_2=t_0$, where $t_0=0.2$ ps. The effective mass is $0.04\,m_0$. Where does the averaging enter?

**A.** Take a parabolic, isotropic band, elastic scattering, a weak field $F$ and nondegenerate carriers, so that $f_0\propto e^{-E/kT}$. The field adds a small part $g\propto\cos\varphi$ to the distribution, $\varphi$ being the direction of motion. Scattering through an angle $\theta$ replaces $\cos\varphi$ by $\cos(\varphi+\theta)$, whose average over $\pm\theta$ is $\cos\varphi\cos\theta$. Each mechanism therefore removes $g$ at a rate weighted by $1-\cos\theta$, and these rates add:

$$\frac1{\tau(E)}=\frac1{\tau_1(E)}+\frac1{\tau_2(E)}.$$

In the steady state, for a force $eF$ along $x$,

$$eF\frac{\partial f_0}{\partial p_x}=-\frac g\tau,\qquad \frac{\partial f_0}{\partial p_x}=-\frac{v_x}{kT}f_0,\qquad g=\frac{eF\,\tau v_x}{kT}f_0 .$$

The mean velocity is the sum of $v_xg$ over momenta divided by the sum of $f_0$. In two dimensions $v_x^2$ averages over directions to $v^2/2=E/m$, and $d^2p=2\pi p\,dp=2\pi m\,dE$. Dividing by $F$ gives

$$\mu=\frac em\langle\tau\rangle,\qquad \langle\tau\rangle=\int_0^\infty xe^{-x}\,\tau(x)\,dx .$$

The weight $xe^{-x}$ integrates to one, so this is a true average.

**Q.** Then my separate values are right: $\langle\tau_1\rangle=t_0\int x^2e^{-x}dx=2t_0$ and $\langle\tau_2\rangle=t_0$. Since $et_0/m=8{,}794$ cm²/Vs, they reproduce my two mobilities. My rule gives $t_0/(1/2+1)=\tfrac23t_0$. What is the true average?

**A.** Add the rates first: $\tau=t_0x/(1+x)$. Then divide the polynomials:

$$\frac{\langle\tau\rangle}{t_0}=\int_0^\infty\frac{x^2}{1+x}e^{-x}dx=\int_0^\infty\left(x-1+\frac1{1+x}\right)e^{-x}dx .$$

The first two terms integrate to $1-1=0$. In the last, put $u=1+x$:

$$\frac{\langle\tau\rangle}{t_0}=\exp(1)\int_1^\infty\frac{e^{-u}}u\,du=\exp(1)\,E_1(1)=0.5963,$$

where $E_1$ is the exponential integral. The mobility is $0.5963\times8{,}794=5{,}244$ cm²/Vs, or 0.524 m²/Vs. Your value is too high by $0.6667/0.5963-1=11.8$ percent of the true one.

Physically, each separate average counts carriers that the other mechanism holds back. Your $2t_0$ for the charges owes much to fast carriers with long $\tau_1$, but in the real mixture the disorder holds their time below $t_0$. Your $t_0$ for the disorder counts slow carriers in full, but the charges hold their time below $t_0x$. The inverse sum allows for this only in part.

**Q.** Could the error have the other sign for other energy laws?

**A.** Not within this model. For positive $a,b$ and any number $s$, completing the square gives

$$s^2a+(1-s)^2b=\frac{ab}{a+b}+\frac{[sa-(1-s)b]^2}{a+b}.$$

Set $a=\tau_1(x)$, $b=\tau_2(x)$, and write $A=\langle\tau_1\rangle$, $B=\langle\tau_2\rangle$. Choose the constant $s=B/(A+B)$ and average. The left side becomes $(B^2A+A^2B)/(A+B)^2=AB/(A+B)$, which is your rule. Hence

$$\langle\tau\rangle=\frac{AB}{A+B}-\left\langle\frac{[s\tau_1-(1-s)\tau_2]^2}{\tau_1+\tau_2}\right\rangle .$$

The subtracted term cannot be negative. It vanishes if $\tau_1/\tau_2$ is the same at all energies that carry weight, and only then. So two mechanisms with the same energy law do obey your rule, even when both times vary strongly.

**Q.** And if one mechanism dominates?

**A.** Let $\tau_1=t_0x/c$, so that a larger $c$ means stronger charge scattering. Now $\tau=t_0x/(x+c)$, and $x^2/(x+c)=x-c+c^2/(x+c)$. The substitution $u=x+c$ in the last term gives

$$\frac{\langle\tau\rangle}{t_0}=1-c+c^2\exp(c)\,E_1(c),\qquad \text{rule: }\frac1{c/2+1}=\frac2{2+c}.$$

For $c\to0$ both tend to 1; for $c\to\infty$ both tend to $2/c$. The rule is safe for the total mobility when one mechanism dominates. Numerical maximization puts the largest overestimate, 12.4 percent, at $c=1.64$. Your case, $c=1$, is near the worst for this pair of laws.

**Q.** Then why does the rule work for a metallic sheet?

**A.** In a degenerate gas the weight is proportional to $E(-\partial f_0/\partial E)$, a narrow peak at the Fermi energy $E_F$. Suppose the rates are equal there: $\tau_1=t_0E/E_F$, $\tau_2=t_0$. With $u=(E-E_F)/E_F$, to leading order $s=1/2$, the bracket above is $t_0u/2$ and its denominator is $2t_0$. The deficit is $t_0\langle u^2\rangle/8$; relative to $\tau=t_0/2$ it is $\langle u^2\rangle/4$. With $y=(E-E_F)/kT$,

$$\langle y^2\rangle=2\int_0^\infty\frac{y^2e^{-y}}{(1+e^{-y})^2}dy=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}3,$$

after expanding in powers of $e^{-y}$. The overestimate is therefore $\frac{\pi^2}{12}(kT/E_F)^2$. At $E_F=20\,kT$ this is 0.21 percent, and direct integration gives 0.20 percent.

**Q.** I usually work backwards. I take the total mobility, subtract the calculated inverse mobility of the charges, and call the rest interface disorder.

**A.** In your example that gives

$$\left(\frac1{5244}-\frac1{17588}\right)^{-1}\approx7{,}470\ \text{cm}^2/\text{Vs}$$

instead of 8,794. You would make the interface mobility 15 percent too low, although both inputs were right. Nor does it help if the charges dominate. For $c\to\infty$ the inverse of $\langle\tau\rangle/t_0$ approaches $c/2+3/2$. Subtracting the charges' share $c/2$ leaves $3/2$ instead of 1, so the interface mobility comes out one third too low. Within this elastic model, the cure is to fit the total with the rates added inside the energy integral.

**Q.** How far can I trust $\tau_1\propto E$ for charges?

**A.** It follows from the Born approximation for unscreened charges lying in the plane of a thin sheet. In Gaussian units their potential is $V(q)=2\pi e^2/(\kappa q)$, with $\kappa$ the dielectric constant. The density of final states per spin is $m/2\pi\hbar^2$, and $q^2=2k^2(1-\cos\theta)$. For $N$ charges per area,

$$\frac1{\tau_1}=\frac{2\pi}\hbar N\frac m{2\pi\hbar^2}\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{4\pi^2e^4}{\kappa^2q^2}(1-\cos\theta)=\frac{2\pi^2e^4mN}{\kappa^2\hbar^3k^2}=\frac{\pi^2e^4N}{\kappa^2\hbar E}.$$

The angle cancels because $(1-\cos\theta)/q^2=1/2k^2$, and the last step uses $k^2=2mE/\hbar^2$. For short-range disorder $V(q)$ is constant, and so is the rate. With $\kappa=15$ both in the film and around it, your $t_0$ corresponds to $N=\hbar\kappa^2kT/(\pi^2e^4t_0)=9.4\times10^{10}$ cm⁻².

**Q.** Is the Born approximation good enough here?

**A.** Only roughly. The Coulomb problem can be solved. Its strength is measured by $\eta=e^2/(\kappa\hbar v)$, and for a repulsive charge the radial equation with angular number $\ell\ge0$ is

$$-u_\ell''+\left[\frac{\ell^2-\frac14}{r^2}+\frac{2\eta k}r\right]u_\ell=k^2u_\ell .$$

Let $w=(\ell+\frac12)/r+\beta$ with $\beta=\eta k/(\ell+\frac12)$. Multiplying out, $(d/dr+w)(-d/dr+w)=-d^2/dr^2+w^2+w'$ is the operator on the left plus $\beta^2$. In the opposite order $w'$ changes sign, and $\ell$ is replaced by $\ell+1$. So $(-d/dr+w)u_\ell$ solves the equation for $\ell+1$. It is the regular solution, because the leading terms from $u_\ell\sim r^{\ell+1/2}$ cancel at the origin.

Far out, $u_\ell\sim\sin\chi$, where $\chi=kr-\eta\ln2kr-(\ell-\frac12)\frac\pi2+\delta_\ell$. The operator turns this into $-k\cos\chi+\beta\sin\chi\propto\sin(\chi+\alpha-\frac\pi2)$ with $\tan\alpha=\beta/k$. Comparing phases,

$$\tan(\delta_{\ell+1}-\delta_\ell)=\frac\eta{\ell+\frac12}.$$

The scattering amplitude is a sum over all integers $\ell$ of $a_\ell e^{i\ell\theta}$, $a_\ell=e^{2i\delta_\ell}-1$, with squared modulus divided by $2\pi k$. Weighting by $1-\cos\theta$ couples neighbouring terms:

$$\sigma_{\rm tr}=\frac1{2k}\sum_\ell|a_{\ell+1}-a_\ell|^2=\frac2k\sum_\ell\sin^2(\delta_{\ell+1}-\delta_\ell).$$

Since $\delta_{-\ell}=\delta_\ell$, the terms with $\ell\ge0$ count twice. The pole expansion of tanh then gives

$$\sigma_{\rm tr}=\frac4k\sum_{\ell\ge0}\frac{\eta^2}{(\ell+\frac12)^2+\eta^2}=\frac{2\pi\eta}k\tanh\pi\eta .$$

The rate is $Nv\sigma_{\rm tr}$. For small $\eta$ it is the Born rate; in general it is the Born rate times $\tanh(\pi\eta)/(\pi\eta)$. Because $\eta\propto E^{-1/2}$, strong coupling changes $\tau_1\propto E$ into $\tau_1\propto\sqrt E$, which is closer to your constant $\tau_2$.

In your film $\eta=0.306$ at $E=kT$, and the factor is 0.775. Integrating with the corrected rate at fixed $N$ lowers the overestimate from 11.8 to 8.2 percent. For a heavy-mass channel with rough MoS₂-like values, $0.5\,m_0$ and $\kappa=10$, $\eta$ is 1.6. The largest overestimate at any relative strength of charges and constant-time disorder is then 3.6 percent. The 12 percent does not carry over to charged impurities there.

**Q.** What else would move the number in my film?

**A.** I changed one assumption at a time, holding $N$ and the low-energy disorder strength fixed, and integrated numerically:

- Fermi statistics at $2\times10^{10}$ carriers per cm²: 11.6 percent.
- Screening, with $q$ replaced by $q+2\pi e^2n/(\kappa kT)$ in $V$, $n$ being the carrier density: 11.0 percent.
- A 7 nm film with a $\cos^2$ density profile: 14.3 percent for charges at its centre, 12.6 percent for charges at its surface.
- Disorder with correlation length $\Lambda=2$ nm, its rate weighted by $e^{-q^2\Lambda^2/4}$: 8.5 percent. Now $\tau_2$ also rises with energy.
- A nonparabolic band, $E(1+E/0.6\,\text{eV})=\hbar^2k^2/2m$: 13.7 percent.
- Surroundings with a dielectric constant of 3.9, as in silicon dioxide, around a 7 nm film with charges and carriers in its central plane: about 17 percent for repulsive charges and 12 percent for attractive ones such as ionized donors. Both are to be compared with the 8.2 percent above, because here too the scattering is calculated from phase shifts; that figure, for a pure Coulomb potential, is the same for either sign. The Born approximation would make the rate at $E=0.1\,kT$ about 4.4 times too high for repulsive charges and 6 times too high for attractive ones. Image charges strengthen $V(q)$ most at small $q$, and slow carriers can exchange only small $q$.

These shifts should not simply be summed.

**Q.** So a real InAs film would show roughly 10 percent?

**A.** Not at 300 K, because the elastic assumption fails. The mass and $\kappa$ are rough values for thin InAs, $t_0$ is a round choice, and the charge density follows from that choice, not from a measurement. Nor is the band edge flat. With $2\times10^{10}$ carriers per cm² and $\kappa=15$ throughout, linear screening leaves the random charges a potential whose root-mean-square variation is about 12 meV, almost half of $kT$, counting only wavevectors below the thermal one. For a strictly thin sheet the value grows slowly as shorter wavelengths are included (13 meV up to twice the thermal wavevector); averaging over a 7 nm film gives 11 to 13 meV, depending on where the charges sit. For slow carriers the picture of free flight between collisions is then doubtful. The elastic model also omits polar optical phonons. I sized them with a 30 meV phonon and a high-frequency dielectric constant of 12, taking the golden-rule rate at which a carrier in a thin sheet loses forward momentum. The squared coupling is $\pi e^2\hbar\omega(1/12-1/15)/q$.

Treated as a third relaxation time, this loss gives about 10,000 cm²/Vs alone and brings the total down from 5,200 to about 2,700 cm²/Vs. The inverse-sum rule is then about 40 percent too high. Charges scatter slow carriers most, whereas phonon emission opens only above 30 meV, so the mechanisms spare different carriers. Inelastic scattering has no true relaxation time in general, so the 40 percent is only an estimate of size. Solving the Boltzmann equation for the same model with the energy exchange kept leaves the total near 2,700 cm²/Vs, but lowers the phonon-only mobility to about 7,800 cm²/Vs and the overestimate to 26 percent. These figures are for a strictly thin sheet. Spreading the carriers over a 7 nm film weakens the phonon coupling: with the other two mechanisms unchanged, the phonon-only mobility becomes about 11,700 cm²/Vs, the total about 3,100 cm²/Vs and the overestimate 24 percent.
